# Why the RPA pair function of the electron gas is unphysical: a numerical check

```python
"""RPA pair function of the unpolarized uniform electron gas.
Result under test: the RPA on-top value g(0) is negative at metallic density,
its parallel-spin part is negative at every density, and the tail
1 - S(q) -> 8 pi n / q^4 has slope g'(0) = 1 instead of g'(0) = g(0).
Atomic units inside; printed numbers in eV and angstrom.
rs: Wigner-Seitz radius, kF: Fermi wavevector, n: density,
Q = q/kF, u = omega/(q kF), I(Q,u) = -(2 pi^2/kF) chi0(q, i omega),
x = -v chi0 with v = 4 pi/q^2, delta: correlation part of g(0).
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import dblquad, quad, simpson
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from pyscf.dft import libxc

pi = np.pi
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
HARTREE = const.physical_constants["Hartree energy in eV"][0]


def fermi_k(rs):
    return (9 * pi / 4) ** (1 / 3) / rs


def density(rs):
    return 3 / (4 * pi * rs**3)


def response(Q, u):
    """Dimensionless I(Q,u); quadrature far from the origin avoids cancellation."""
    a = Q / 2
    closed = (1 + (1 - a*a + u*u) / (4*a) * np.log1p(4*a / ((1-a)**2 + u*u))
              - u * (np.arctan((1+a) / u) + np.arctan((1-a) / u)))
    far = 0.0
    for s, w in zip(*np.polynomial.legendre.leggauss(14)):
        far = far + w * (1 - s*s) * (s + a) / ((s + a)**2 + u*u) / (2*a)
    return np.where(a*a + u*u > 9, far, closed)


# Trapezoidal rule in log(u), exponentially convergent here
STEP = 0.25
U = np.exp(np.arange(-20, 24, STEP))
WU = STEP * U


def screening(Q, I, rs):
    return 2 / (pi * fermi_k(rs)) * I / Q[:, None]**2


def delta_S(Q, I, rs):
    x = screening(Q, I, rs)
    return -1.5 * Q / pi * np.sum(WU * I * x / (1 + x), axis=1)


def total_S(Q, I, rs):
    x = screening(Q, I, rs)
    return 1.5 * Q / pi * np.sum(WU * I / (1 + x), axis=1)


# Q grid: 0..2 and 2..infinity, split where the Fermi spheres separate
t, wt = np.polynomial.legendre.leggauss(48)
t, wt = (t + 1) / 2, wt / 2
Q_in, W_in = 2 * t**2, 4 * t * wt
Q_out, W_out = 2 / t, 2 * wt / t**2
Q_all = np.concatenate([Q_in, Q_out])
W_all = np.concatenate([W_in, W_out])
I_all = response(Q_all[:, None], U[None, :])
I_in = I_all[:len(t)]


def delta(rs):
    return 1.5 * np.sum(W_all * Q_all**2 * delta_S(Q_all, I_all, rs))


def rpa_energy(rs):
    """Correlation energy per electron by integration over coupling strength."""
    total = 0.0
    for y, w in zip(t[::1], wt):
        total += 2 * y * w * np.sum(W_all * delta_S(Q_all, I_all, rs * y*y))
    return fermi_k(rs) / pi * total


# Test: closed response against the integral over occupied momenta
for Q, W in [(1.3, 0.7), (3.0, 2.0)]:
    def integrand(mu, k):
        D = Q*Q/2 + Q*k*mu
        return 2 * k*k * D / (D*D + W*W)
    direct = dblquad(integrand, 0, 1, -1, 1)[0]
    assert abs(direct - float(response(Q, W / Q))) < 1e-6

# Test: noninteracting limit gives the Slater-determinant structure factor
S_free = 1.5 * Q_in / pi * np.sum(WU * I_in, axis=1)
assert np.max(np.abs(S_free - (0.75*Q_in - Q_in**3/16))) < 1e-6
g_free = 1 + 1.5 * np.sum(W_in * Q_in**2 * (S_free - 1))
assert abs(g_free - 0.5) < 1e-6


def S_from_modes(Q, rs, points=160):
    """Structure factor by diagonalizing discretized RPA pair excitations."""
    edges = [-1, 1] if Q >= 2 else [-Q/2, 1 - Q, 1]
    nodes, weights = np.polynomial.legendre.leggauss(points)
    s_list, w_list = [], []
    for lo, hi in zip(edges[:-1], edges[1:]):
        s = lo + (hi - lo) * (nodes + 1) / 2
        blocked = np.maximum(0, 1 - (s + Q)**2) if Q < 2 else 0 * s
        s_list.append(s)
        w_list.append(0.75 * (1 - s*s - blocked) * weights * (hi - lo) / 2)
    s, w = np.concatenate(s_list), np.concatenate(w_list)
    D = Q*Q/2 + Q*s
    b = np.sqrt(w * D)
    coupling = 8 / (3 * pi * fermi_k(rs) * Q*Q)
    squares, modes = np.linalg.eigh(np.diag(D*D) + coupling * np.outer(b, b))
    return np.sum((b @ modes)**2 / np.sqrt(squares))


R_EX = 2.0
rs_ex = R_EX / BOHR
kF, n_ex = fermi_k(rs_ex), density(rs_ex)
plasmon = np.sqrt(4 * pi * n_ex)
for Q in (0.5, 1.5, 3.0):
    Qa = np.array([Q])
    S_freq = total_S(Qa, response(Qa[:, None], U[None, :]), rs_ex)[0]
    assert abs(S_freq - S_from_modes(Q, rs_ex)) < 1e-4

# Test: small-q limit q^2/(2 plasmon energy), hence correct hole charge
Qa = np.array([0.01])
S_small = total_S(Qa, response(Qa[:, None], U[None, :]), rs_ex)[0]
assert abs(S_small / ((kF * 0.01)**2 / (2 * plasmon)) - 1) < 1e-2

# Test: equal correlation parts in parallel and antiparallel spin channels
Qs = 1.1
I_s = response(Qs, U)
spin0 = -0.5 * I_s[:, None, None] * np.eye(2)
v_s = 2 / (pi * kF * Qs**2)
chi = np.linalg.solve(np.eye(2) - v_s * spin0 @ np.ones((2, 2)), spin0)
par = 1.5 * Qs / pi * np.sum(WU * (chi - spin0)[:, 0, 0])
anti = 1.5 * Qs / pi * np.sum(WU * chi[:, 0, 1])
Qa = np.array([Qs])
dS_s = delta_S(Qa, I_s[None, :], rs_ex)[0]
assert abs(par - anti) < 1e-8 and abs(-4 * anti - dS_s) < 1e-8

# Test: cusp of the Coulomb pair wave function, d ln(psi^2)/dr = 1 at r = 0
for k in (0.3, 1.0):
    h = 1e-3
    psi = [mp.coulombf(0, 1/(2*k), k*r) / r for r in (h, 2*h)]
    assert abs(float(2 * mp.log(psi[1] / psi[0]) / h) - 1) < 5e-3

# Test: a linear term r in real space has the Fourier tail -8 pi/q^4
q_test = 50.0
sine = quad(lambda r: r*r*np.exp(-r), 0, np.inf, weight="sin",
            wvar=q_test, epsabs=1e-10)[0]
assert abs(4 * pi / q_test * sine * q_test**4 / (-8 * pi) - 1) < 1e-2

# Test: first-order pair-excitation average against the frequency integral
s, w = np.polynomial.legendre.leggauss(40)
w = 0.75 * w * (1 - s*s)
Q1, rs1 = 3.0, 1e-5
mean_inv = np.sum(np.outer(w, w) / (Q1**2 + Q1*(s[:, None] - s[None, :])))
pair_S = -8 / (3 * pi * fermi_k(rs1) * Q1**2) * mean_inv
Qa = np.array([Q1])
ring_S = delta_S(Qa, response(Qa[:, None], U[None, :]), rs1)[0]
assert abs(ring_S / pair_S - 1) < 1e-4

# Test: exchange removes the parallel-spin half of the first-order tail
rng = np.random.default_rng(7)


def fermi_ball(count):
    v = rng.normal(size=(count, 3))
    v /= np.linalg.norm(v, axis=1)[:, None]
    return v * rng.random(count)[:, None]**(1/3)


k_vec, p_vec = fermi_ball(200000), fermi_ball(200000)
Q_big = 40.0
gap = Q_big**2 + Q_big * (k_vec[:, 2] - p_vec[:, 2])
transfer = p_vec - k_vec - np.array([0, 0, Q_big])
swap = np.mean(Q_big**2 / np.sum(transfer**2, axis=1) / gap)
direct_tail = Q_big**2 * np.mean(1 / gap)
exchange_tail = direct_tail - 0.5 * Q_big**2 * swap
assert abs(direct_tail - 1) < 3e-3
assert abs(exchange_tail - 0.5) < 3e-3

# On-top values, their sign changes, and the linear bound
radii = np.array([1.0, 1.5, 2.0, 2.5, 3.0])
deltas = np.array([delta(R / BOHR) for R in radii])
assert np.all(0.5 + deltas < 0) and np.all(np.diff(deltas) < 0)
assert delta(0.01) < 0
assert 0.5 + delta(2.0) < 0 and 0.5 + delta(6.0) < 0
ring1 = np.sum(WU * I_all**2, axis=1)
c1 = 1.5 * np.sum(W_all * Q_all * 1.5 / pi * 2 / (pi*fermi_k(1.0)) * ring1)
assert abs(-delta(1e-3) / 1e-3 / c1 - 1) < 1e-2
rs_zero = brentq(lambda r: 0.5 + delta(r), 0.01, 10)
rs_anti = brentq(lambda r: 1 + delta(r), 0.01, 20)
assert 0.5 / c1 < rs_zero < 2

# Tail coefficient divided by 8 pi n
tail_Q = np.array([5.0, 10.0, 100.0])
I_tail = response(tail_Q[:, None], U[None, :])


def tail_ratio(rs):
    return -delta_S(tail_Q, I_tail, rs) * 3*pi*fermi_k(rs) * tail_Q**4 / 8


tails = np.array([tail_ratio(R / BOHR) for R in radii])
assert np.max(np.abs(tails[:, 2] - 1)) < 1e-3

# Real-space pair function by Fourier inversion
Q_node = np.geomspace(2, 4000, 180)
F_node = -Q_node**4 * delta_S(Q_node, response(Q_node[:, None], U), rs_ex)
log_Q = np.linspace(np.log(2), np.log(4000), 100001)
Q_fine = np.exp(log_Q)
F_fine = CubicSpline(np.log(Q_node), F_node)(log_Q)
dS_in = delta_S(Q_in, I_in, rs_ex)
delta_ex = delta(rs_ex)


def rise(X):
    """Correlation part of g at r = X/kF minus its value at r = 0."""
    near = -np.sum(W_in * Q_in**2 * dS_in * (1 - np.sinc(Q_in * X / pi)))
    far = simpson(F_fine / Q_fine * (1 - np.sinc(Q_fine * X / pi)), x=log_Q)
    return 1.5 * (near + far + F_fine[-1] / Q_fine[-1])


def g_pair(X):
    hole = 3 * (np.sin(X) - X * np.cos(X)) / X**3 if X > 0 else 1.0
    return 1 - 0.5 * hole**2 + delta_ex + (rise(X) if X > 0 else 0.0)


X0 = 0.05
slope = kF * (4 * rise(X0) - rise(2 * X0)) / (2 * X0)
assert abs(slope - 1) < 1e-2
r_negative = brentq(g_pair, 0.01, 4.0) / kF

# Energy: comparison with the published RPA fit, then with PW92
rho = np.array([n_ex, density(2.0)])
fit_rpa = libxc.eval_xc(",LDA_C_PW_RPA", rho)[0]
fit_pw = libxc.eval_xc(",LDA_C_PW", rho)[0]
e_rpa = rpa_energy(rs_ex)
assert abs(e_rpa - fit_rpa[0]) < 1e-3
assert abs(rpa_energy(2.0) - fit_rpa[1]) < 1e-3
assert e_rpa < fit_pw[0]
dS_all = delta_S(Q_all, I_all, rs_ex)
outer = Q_all > 2
part_E = np.sum((W_all*dS_all)[outer]) / np.sum(W_all*dS_all)
part_g = (np.sum((W_all*Q_all**2*dS_all)[outer])
          / np.sum(W_all*Q_all**2*dS_all))
assert part_g > part_E

print("On-top values (dimensionless), R = Wigner-Seitz radius")
for R, d in zip(radii, deltas):
    print(f"R={R:.1f} angstrom: g={0.5+d:.4f} "
          f"g_par={d:.4f} g_anti={1+d:.4f}")
print("Tail q^4(1-S)/(8 pi n/a0) at q/kF = 5, 10, 100")
for R, row in zip(radii, tails):
    print(f"R={R:.1f} angstrom: {row[0]:.4f} {row[1]:.4f} {row[2]:.4f}")
print(f"g(0)=0 at R = {rs_zero*BOHR:.4f} angstrom")
print(f"  same radius = {rs_zero:.4f} bohr")
print(f"g_anti(0)=0 at R = {rs_anti*BOHR:.4f} angstrom")
print(f"  same radius = {rs_anti:.4f} bohr")
print(f"Linear coefficient c1 = {c1/BOHR:.4f} 1/angstrom")
print(f"Lower bound for zero of g(0) = {0.5/c1*BOHR:.4f} angstrom")
print(f"g_par(0) at rs = 0.01 bohr: {delta(0.01):.5f}")
print(f"First-order tail, direct (q=40 kF): {direct_tail:.4f}")
print(f"First-order tail, with exchange: {exchange_tail:.4f}")
print(f"Example: R = {R_EX:.1f} angstrom")
print(f"density = {n_ex/BOHR**3:.5f} 1/angstrom^3")
print(f"kF = {kF/BOHR:.4f} 1/angstrom")
print(f"Fermi energy = {kF**2/2*HARTREE:.3f} eV")
print(f"plasmon energy = {plasmon*HARTREE:.3f} eV")
print(f"8 pi n/a0 = {8*pi*n_ex/BOHR**4:.4f} 1/angstrom^4")
print(f"cusp tail 8 pi n g(0)/a0 = "
      f"{8*pi*n_ex*(0.5+delta_ex)/BOHR**4:.4f} 1/angstrom^4")
for r in (0.0, 0.5, 1.0, 2.0, 3.0, 4.0):
    print(f"g(r={r:.1f} angstrom) = {g_pair(kF*r/BOHR):.4f}")
print(f"g < 0 inside r = {r_negative*BOHR:.4f} angstrom")
print(f"RPA slope g'(0) = {slope/BOHR:.3f} 1/angstrom")
print(f"1/a0 = {1/BOHR:.3f} 1/angstrom")
print(f"cusp slope g(0)/a0 = {(0.5+delta_ex)/BOHR:.3f} 1/angstrom")
print(f"RPA correlation energy = {e_rpa*HARTREE:.3f} eV/electron")
print(f"PW RPA fit = {fit_rpa[0]*HARTREE:.3f} eV/electron")
print(f"PW92 correlation energy = {fit_pw[0]*HARTREE:.3f} eV/electron")
print(f"RPA minus PW92 = {(e_rpa-fit_pw[0])*HARTREE:.3f} eV/electron")
print(f"Share from q>2kF, full-coupling interaction: {part_E:.4f}")
print(f"Share from q>2kF, on-top correlation: {part_g:.4f}")
print("checks complete")
```

Printed output:

```
On-top values (dimensionless), R = Wigner-Seitz radius
R=1.0 angstrom: g=-0.6033 g_par=-1.1033 g_anti=-0.1033
R=1.5 angstrom: g=-1.0674 g_par=-1.5674 g_anti=-0.5674
R=2.0 angstrom: g=-1.5012 g_par=-2.0012 g_anti=-1.0012
R=2.5 angstrom: g=-1.9124 g_par=-2.4124 g_anti=-1.4124
R=3.0 angstrom: g=-2.3056 g_par=-2.8056 g_anti=-1.8056
Tail q^4(1-S)/(8 pi n/a0) at q/kF = 5, 10, 100
R=1.0 angstrom: 1.0146 1.0039 1.0000
R=1.5 angstrom: 1.0136 1.0039 1.0000
R=2.0 angstrom: 1.0125 1.0038 1.0000
R=2.5 angstrom: 1.0115 1.0037 1.0000
R=3.0 angstrom: 1.0105 1.0037 1.0000
g(0)=0 at R = 0.4137 angstrom
  same radius = 0.7817 bohr
g_anti(0)=0 at R = 0.8942 angstrom
  same radius = 1.6898 bohr
Linear coefficient c1 = 1.3827 1/angstrom
Lower bound for zero of g(0) = 0.3616 angstrom
g_par(0) at rs = 0.01 bohr: -0.00728
First-order tail, direct (q=40 kF): 1.0002
First-order tail, with exchange: 0.4998
Example: R = 2.0 angstrom
density = 0.02984 1/angstrom^3
kF = 0.9596 1/angstrom
Fermi energy = 3.508 eV
plasmon energy = 6.415 eV
8 pi n/a0 = 1.4173 1/angstrom^4
cusp tail 8 pi n g(0)/a0 = -2.1277 1/angstrom^4
g(r=0.0 angstrom) = -1.5012
g(r=0.5 angstrom) = -0.6605
g(r=1.0 angstrom) = -0.0308
g(r=2.0 angstrom) = 0.6919
g(r=3.0 angstrom) = 0.9509
g(r=4.0 angstrom) = 1.0041
g < 0 inside r = 1.0294 angstrom
RPA slope g'(0) = 1.890 1/angstrom
1/a0 = 1.890 1/angstrom
cusp slope g(0)/a0 = -2.837 1/angstrom
RPA correlation energy = -1.305 eV/electron
PW RPA fit = -1.305 eV/electron
PW92 correlation energy = -0.893 eV/electron
RPA minus PW92 = -0.411 eV/electron
Share from q>2kF, full-coupling interaction: 0.1489
Share from q>2kF, on-top correlation: 0.6298
checks complete
```
